**Grating-coupler period from phase matching and a full-wave mode**

The program tests the first-order law Λ = λ/(n_eff − sin θ), where Λ is the grating period, λ the vacuum wavelength, n_eff the effective index of the grating mode and θ the air angle from the normal, positive for a forward beam. For λ = 1550 nm, n_eff = 2.80 and θ = 10°, the period is 590.17 nm. The program sums waves from individual teeth and asserts that the brightest direction agrees with the law for backward, normal and forward designs, and for a beam inside oxide. It also solves for a leaky TE Bloch mode in a two-dimensional silicon grating and asserts that the power flow in air leaves within 0.15° of the target; the output shows 10.00°. Further assertions compare the ungrooved limit with a slab mode, the mode's loss with its radiated flux, and the wavelength slope and beam width with their formulas. The printed mesh and harmonic shifts in the mode index are both below 0.001. The full-wave model leaves out substrate reflection, finite grating width, roughness and the fibre.

## Program and output

```python
"""Grating-coupler period: period = wavelength / (n_eff - sin(angle)).

wavelength: vacuum wavelength (nm); n_eff: effective index of grating mode;
angle: beam angle in air from the normal, positive along guided propagation.
The law is tested by summing waves from teeth and by a full-wave TE Bloch mode.
Fields vary as exp(-i omega t); a positive imaginary index means decay along x.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigs
from scipy.optimize import brentq

WAVELENGTH = 1550.0
N_EFF = 2.80
ANGLE = 10.0
N_SI, N_OX = 3.476, 1.444       # rough typical indices near 1550 nm
SI_DISPERSION = -8e-5           # rough silicon index slope, per nm
SI_THERMAL = 1.8e-4             # rough silicon index slope, per K
CORE, ETCH, BURIED_OXIDE = 220.0, 70.0, 2000.0


def grating_period(index, angle_deg):
    return WAVELENGTH / (index - np.sin(np.radians(angle_deg)))


def tooth_pattern(period, angles_deg, medium=1.0, teeth=200, loss=0.0):
    """Intensity at a remote observer from explicitly summed tooth waves."""
    k0 = 2 * np.pi / WAVELENGTH
    distance = 1e12
    angles = np.radians(angles_deg)
    x_obs, y_obs = distance * np.sin(angles), distance * np.cos(angles)
    field = np.zeros(len(angles), complex)
    for j in range(teeth):
        x = (j - (teeth - 1) / 2) * period
        path = np.hypot(x_obs - x, y_obs)
        drive = np.exp(1j * k0 * N_EFF * x - k0 * loss * j * period)
        field += drive * np.exp(1j * k0 * medium * (path - distance))
    return abs(field) ** 2


def slab_index(thickness):
    """Fundamental TE index of a silicon slab between oxide half-spaces."""
    k0 = 2 * np.pi / WAVELENGTH

    def mismatch(n):
        inside = np.sqrt(N_SI**2 - n**2)
        outside = np.sqrt(n**2 - N_OX**2)
        return k0 * inside * thickness - 2 * np.arctan(outside / inside)

    return brentq(mismatch, N_OX + 1e-6, N_SI - 1e-6)


def bloch_mode(period, fill, wavelength=WAVELENGTH, n_si=N_SI,
               etch=ETCH, h=10.0, top_order=3):
    """Complex mode index, air beam angle, upward share, power-balance error."""
    k0, g = 2 * np.pi / wavelength, wavelength / period
    bottom, top, air, total, absorber = 1600.0, 1820.0, 2520.0, 4020.0, 800.0
    count = int(round(total / h))
    y = (np.arange(count) + 0.5) * h
    edges = np.arange(count + 1) * h

    def stretch(z):
        depth = np.maximum(np.maximum(absorber - z, z - total + absorber), 0)
        return 1 + 6j * (depth / absorber) ** 2

    s, se = stretch(y), stretch(edges)
    second = sp.diags([1 / (s[1:] * se[1:-1]),
                       -(1 / se[:-1] + 1 / se[1:]) / s,
                       1 / (s[:-1] * se[1:-1])], [-1, 0, 1]) / h**2
    tooth = np.where(y > air, 1.0, N_OX**2)
    tooth[(y > bottom) & (y < top)] = n_si**2
    groove = tooth.copy()
    groove[(y > top - etch) & (y < top)] = N_OX**2
    orders = np.arange(-top_order, top_order + 1)
    size = len(orders)
    fourier = fill * np.sinc(fill * (orders[:, None] - orders[None, :]))
    one_h, one_y = sp.identity(size), sp.identity(count)
    operator = (sp.kron(second / k0**2 + sp.diags(groove), one_h)
                + sp.kron(sp.diags(tooth - groove), sp.csr_matrix(fourier))
                - sp.kron(one_y, sp.diags((orders * g) ** 2)))
    linear = -2 * g * sp.kron(one_y, sp.diags(orders.astype(float)))
    n = count * size
    matrix = sp.bmat([[None, sp.identity(n)], [operator, linear]],
                     format="csc").astype(complex)
    values, vectors = eigs(matrix, k=10, sigma=N_EFF,
                           v0=np.ones(2 * n, complex))
    fields = vectors[:n].T.reshape(len(values), count, size)
    core = (y > bottom) & (y < top)
    share = [np.sum(abs(f[core, top_order])**2) / np.sum(abs(f)**2)
             for f in fields]
    best = int(np.argmax(share))
    b, u = values[best], fields[best]
    kx = k0 * np.real(b + orders * g)

    def vertical_flux(j):
        return np.sum(np.imag(np.conj(u[j]) * u[j + 1])) / h

    low, high = int(1200 / h), int(2920 / h)
    down, up = -vertical_flux(low), vertical_flux(high)
    middle = (u[high] + u[high + 1]) / 2
    angle = np.degrees(np.arctan2(np.sum(kx * abs(middle)**2), up))
    guided = h * np.sum(kx * abs(u[low + 1:high + 1])**2)
    balance = 2 * k0 * b.imag * guided / (up + down) - 1
    return b, angle, up / (up + down), balance


# Required period, and direct search for the brightest direction.
sine = np.sin(np.radians(ANGLE))
period = grating_period(N_EFF, ANGLE)
scan = np.linspace(-89, 89, 17801)
peaks = {}
for target in (-10.0, 0.0, 10.0, 25.0):
    pattern = tooth_pattern(grating_period(N_EFF, target), scan)
    peaks[target] = scan[np.argmax(pattern)]
    assert abs(peaks[target] - target) < 0.03
    assert max(pattern[abs(scan - target) > 3]) < 0.02 * max(pattern)
oxide_angle = np.degrees(np.arcsin(sine / N_OX))
oxide_peak = scan[np.argmax(tooth_pattern(period, scan, medium=N_OX))]
assert abs(oxide_peak - oxide_angle) < 0.03
assert abs(period - 590) < 1

order_two = N_EFF - 2 * WAVELENGTH / period
assert N_OX < abs(order_two) < N_SI
tunnel = np.exp(-4 * np.pi / WAVELENGTH * BURIED_OXIDE
                * np.sqrt(order_two**2 - N_OX**2))

# A concrete grating with the requested mode index.
slab_full, slab_thin = slab_index(CORE), slab_index(CORE - ETCH)
assert slab_thin < N_EFF < slab_full
unetched = bloch_mode(period, 1.0)[0].real
assert abs(unetched - slab_full) < 2e-3
fill = brentq(lambda f: bloch_mode(period, f)[0].real - N_EFF,
              0.65, 0.98, xtol=1e-5)
mode, beam, upward, balance = bloch_mode(period, fill)
assert abs(mode.real - N_EFF) < 1e-4
assert mode.imag > 0 and abs(balance) < 1e-4
assert abs(beam - ANGLE) < 0.15

fine = bloch_mode(period, fill, h=5.0)
rich = bloch_mode(period, fill, top_order=6)
assert abs(fine[0].real - mode.real) < 3e-3
assert abs(rich[0].real - mode.real) < 3e-3

# Wavelength slope: power-flow angles against the differentiated law.
step = 10.0
short = bloch_mode(period, fill, WAVELENGTH - step,
                   N_SI - step * SI_DISPERSION)
long = bloch_mode(period, fill, WAVELENGTH + step,
                  N_SI + step * SI_DISPERSION)
group = N_EFF - WAVELENGTH * (long[0].real - short[0].real) / (2 * step)
slope_field = (long[1] - short[1]) / (2 * step)
slope_law = -np.degrees((group - sine)
                        / (WAVELENGTH * np.cos(np.radians(ANGLE))))
assert abs(slope_field / slope_law - 1) < 0.03

# Leakage gives a finite beam width, checked by a decaying tooth sum.
loss = mode.imag
decay_length = WAVELENGTH / (4 * np.pi * loss)
width_law = np.degrees(2 * loss / np.cos(np.radians(ANGLE)))
local = np.linspace(ANGLE - 4 * width_law, ANGLE + 4 * width_law, 4001)
teeth = int(16 * decay_length / period) + 1
decaying = tooth_pattern(period, local, teeth=teeth, loss=loss)
bright = local[decaying >= max(decaying) / 2]
width_sum = bright[-1] - bright[0]
assert abs(width_sum / width_law - 1) < 0.05

hot = bloch_mode(period, fill, n_si=N_SI + 50 * SI_THERMAL)
deep = bloch_mode(period, fill, etch=ETCH + 10)

print(f"Vacuum wavelength: {WAVELENGTH:.0f} nm")
print(f"Grating-mode effective index: {N_EFF:.2f}")
print(f"Target angle in air: {ANGLE:.1f} degrees")
print(f"Sine of target angle: {sine:.5f}")
print(f"Index difference n_eff - sine: {N_EFF - sine:.5f}")
print(f"Required forward period: {period:.2f} nm")
print(f"Period for -10 degrees (backward): {grating_period(N_EFF, -10):.2f} nm")
print(f"Period for 0 degrees: {grating_period(N_EFF, 0):.2f} nm")
print(f"Tooth-sum peak, forward design: {peaks[10.0]:.2f} degrees")
print(f"Tooth-sum peak, backward design: {peaks[-10.0]:.2f} degrees")
print(f"Angle inside oxide, Snell: {oxide_angle:.2f} degrees")
print(f"Angle inside oxide, tooth sum: {oxide_peak:.2f} degrees")
print(f"Order -2 index along x: {order_two:.4f}")
print(f"Order -2 power factor through {BURIED_OXIDE:.0f} nm oxide: {tunnel:.1e}")
print(f"Silicon and oxide indices (rough): {N_SI:.3f}, {N_OX:.3f}")
print(f"Silicon thickness and etch depth: {CORE:.0f}, {ETCH:.0f} nm")
print(f"Slab index, full thickness: {slab_full:.4f}")
print(f"Slab index, etched thickness: {slab_thin:.4f}")
print(f"Full-wave index with no grooves: {unetched:.4f}")
print(f"Tooth fraction giving requested index: {fill:.3f}")
print(f"Tooth width: {fill * period:.1f} nm")
print(f"Groove width: {(1 - fill) * period:.1f} nm")
print(f"Full-wave mode index, real part: {mode.real:.4f}")
print(f"Full-wave mode index, imaginary part: {loss:.5f}")
print(f"Full-wave beam angle in air: {beam:.2f} degrees")
print(f"Index shift, mesh 10 to 5 nm: {fine[0].real - mode.real:+.5f}")
print(f"Index shift, 7 to 13 harmonics: {rich[0].real - mode.real:+.5f}")
print(f"Angle shift, mesh 10 to 5 nm: {fine[1] - beam:+.3f} degrees")
print(f"Angle shift, 7 to 13 harmonics: {rich[1] - beam:+.3f} degrees")
print(f"Period change for index +0.01: "
      f"{grating_period(N_EFF + 0.01, ANGLE) - period:+.2f} nm")
index_angle = np.degrees(np.arcsin(N_EFF + 0.01 - WAVELENGTH / period))
print(f"Angle change for index +0.01: {index_angle - ANGLE:+.2f} degrees")
print(f"Silicon dispersion used (rough): {SI_DISPERSION:.1e} per nm")
print(f"Group index: {group:.3f}")
print(f"Angle slope, full wave: {slope_field:.4f} degrees/nm")
print(f"Angle slope, differentiated law: {slope_law:.4f} degrees/nm")
print(f"Silicon thermal slope used (rough): {SI_THERMAL:.1e} per K")
print(f"Angle change for 50 K heating: {hot[1] - beam:+.2f} degrees")
print(f"Angle change for 10 nm deeper etch: {deep[1] - beam:+.2f} degrees")
print(f"Length for guided power to fall to 1/e: {decay_length:.0f} nm")
print(f"Beam full width, leakage formula: {width_law:.3f} degrees")
print(f"Beam full width, decaying tooth sum: {width_sum:.3f} degrees")
print(f"Upward share of radiated power: {100 * upward:.1f} percent")
print("all good")
```

Output:

```
Vacuum wavelength: 1550 nm
Grating-mode effective index: 2.80
Target angle in air: 10.0 degrees
Sine of target angle: 0.17365
Index difference n_eff - sine: 2.62635
Required forward period: 590.17 nm
Period for -10 degrees (backward): 521.25 nm
Period for 0 degrees: 553.57 nm
Tooth-sum peak, forward design: 10.00 degrees
Tooth-sum peak, backward design: -10.00 degrees
Angle inside oxide, Snell: 6.91 degrees
Angle inside oxide, tooth sum: 6.91 degrees
Order -2 index along x: -2.4527
Order -2 power factor through 2000 nm oxide: 1.1e-14
Silicon and oxide indices (rough): 3.476, 1.444
Silicon thickness and etch depth: 220, 70 nm
Slab index, full thickness: 2.8478
Slab index, etched thickness: 2.5393
Full-wave index with no grooves: 2.8488
Tooth fraction giving requested index: 0.874
Tooth width: 516.0 nm
Groove width: 74.1 nm
Full-wave mode index, real part: 2.8000
Full-wave mode index, imaginary part: 0.00372
Full-wave beam angle in air: 10.00 degrees
Index shift, mesh 10 to 5 nm: -0.00080
Index shift, 7 to 13 harmonics: +0.00058
Angle shift, mesh 10 to 5 nm: -0.045 degrees
Angle shift, 7 to 13 harmonics: +0.034 degrees
Period change for index +0.01: -2.24 nm
Angle change for index +0.01: +0.58 degrees
Silicon dispersion used (rough): -8.0e-05 per nm
Group index: 3.752
Angle slope, full wave: -0.1343 degrees/nm
Angle slope, differentiated law: -0.1343 degrees/nm
Silicon thermal slope used (rough): 1.8e-04 per K
Angle change for 50 K heating: +0.52 degrees
Angle change for 10 nm deeper etch: -0.64 degrees
Length for guided power to fall to 1/e: 33144 nm
Beam full width, leakage formula: 0.433 degrees
Beam full width, decaying tooth sum: 0.433 degrees
Upward share of radiated power: 54.1 percent
all good
```
